# Acoustic-Phonon Mobility of One Subband and Its Effective Confinement Width: a program that tests the result

```python
"""
Result under test: acoustic-deformation-potential mobility of one 2D subband,
    mu = e hbar^3 rho u^2 W / (m^2 D^2 kB T),   1/W = integral psi(z)^4 dz.
m: in-plane mass, D: deformation potential, rho: mass density,
u: longitudinal sound speed, W: effective confinement width, T: temperature.
Envelope: psi = sqrt(b^3/2) z exp(-b z/2), in a uniform field F, for which
    b^3 = 12 m_z e F / hbar^2   and   W = 16/(3 b).
The formula is compared with a golden-rule integration that keeps the phonon
energies and Bose factors. Effects left out are then sized. SI units inside.
Material parameters are rough values typical of a (100) silicon n-channel.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros, airy

hbar, kB, e, m0, eps0 = sc.hbar, sc.k, sc.e, sc.m_e, sc.epsilon_0
nm, meV = 1e-9, 1e-3 * e


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Inputs
T, field = 300.0, 0.5e8
m_t, m_l = 0.19 * m0, 0.92 * m0
m, m_z = m_t, m_l
D, rho, u_l, u_t = 12 * e, 2330.0, 9000.0, 5300.0
n_s, eps_s = 4e16, 11.7
kT = kB * T

# Main result
b = (12 * m_z * e * field / hbar**2) ** (1 / 3)
W = 16 / (3 * b)
rate = m * D**2 * kT / (hbar**3 * rho * u_l**2 * W)
tau = 1 / rate
mu = e * hbar**3 * rho * u_l**2 * W / (m**2 * D**2 * kT)


# Variational parameter: minimize an energy evaluated on a grid
def trial_energy(ratio):
    z = np.linspace(0, 40, 8001) / (ratio * b)
    h = z[1] - z[0]
    psi = z * np.exp(-ratio * b * z / 2)
    psi /= np.sqrt(np.sum(psi**2) * h)
    kinetic = hbar**2 / (2 * m_z) * np.sum(np.diff(psi)**2) / h
    return (kinetic + e * field * np.sum(z * psi**2) * h) / e


best = minimize_scalar(trial_energy, bounds=(0.3, 3), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x - 1) < 2e-4
E_trial = hbar**2 * b**2 / (8 * m_z) + 3 * e * field / b
assert abs(best.fun * e / E_trial - 1) < 1e-4

# Phonon overlap, by numerical Fourier transform of the density
z = np.linspace(0, 40, 4001) / b
density = b**3 / 2 * z**2 * np.exp(-b * z)
inverse_width = trapezoid(density**2, z)
assert abs(inverse_width * W - 1) < 1e-6
n_qz = 400
dqz = 20 * b / n_qz
qz = (np.arange(n_qz) + 0.5) * dqz
overlap = trapezoid(density * np.exp(1j * np.outer(qz, z)), z, axis=1)
overlap2 = np.abs(overlap)**2
assert abs(np.sum(overlap2) * dqz / np.pi / inverse_width - 1) < 1e-4
# Standing scalar waves at a perfectly reflecting interface: same width
for part in (overlap.real, overlap.imag):
    standing = 2 / np.pi * np.sum(part**2) * dqz
    assert abs(standing / inverse_width - 1) < 1e-4

theta = (np.arange(64) + 0.5) * 2 * np.pi / 64
cos_t = np.cos(theta)[None, :]


def golden_rates(speed, mass_density, energy):
    """Total and momentum rates with phonon energies kept."""
    k = np.sqrt(2 * m * energy) / hbar
    total = momentum = 0.0
    for sign in (1, -1):            # absorption, emission
        final = np.full((n_qz, 64), energy)
        for _ in range(40):
            kf = np.sqrt(2 * m * final) / hbar
            Q = np.sqrt(k**2 + kf**2 - 2*k*kf*cos_t + qz[:, None]**2)
            final = np.maximum(energy + sign * hbar * speed * Q, 0)
        allowed = final > 0
        bose = 1 / np.expm1(hbar * speed * Q / kT)
        number = bose if sign == 1 else bose + 1
        slope = hbar**2*kf/m - sign*hbar*speed*(kf - k*cos_t)/Q
        element = D**2 * hbar * Q / (2 * mass_density * speed)
        term = element * overlap2[:, None] * number * kf / np.abs(slope)
        term = np.where(allowed, term, 0.0)
        measure = (2*np.pi/hbar) * 2*dqz/(2*np.pi)
        measure *= (2*np.pi/64) / (2*np.pi)**2
        total += measure * np.sum(term)
        momentum += measure * np.sum(term * (1 - kf * cos_t / k))
    return total, momentum


# Slow sound at fixed stiffness is the elastic, equipartition limit
for x in (0.5, 1.0, 3.0):
    total, momentum = golden_rates(u_l / 30, rho * 900, x * kT)
    assert abs(total / rate - 1) < 3e-3
    assert abs(e / (m * momentum) / mu - 1) < 3e-3
E_ref = 2 * kT
k_ref = np.sqrt(2 * m * E_ref) / hbar
total_real, momentum_real = golden_rates(u_l, rho, E_ref)
Q_el = np.sqrt(2 * k_ref**2 * (1 - cos_t) + qz[:, None]**2)
phonon_mean = hbar * u_l * np.sum(Q_el * overlap2[:, None])
phonon_mean /= 64 * np.sum(overlap2)

# Degeneracy: conductivity integral over the Fermi function
dos = 2 * m / (np.pi * hbar**2)     # two valleys, two spins
eta = np.log(np.expm1(n_s / (dos * kT)))


def minus_df(x):
    return 1 / (4 * np.cosh((x - eta) / 2)**2)


v2_half = quad(lambda x: x * kT / m * minus_df(x), 0, 60)[0]
carriers = quad(lambda x: 1 / (np.exp(x - eta) + 1), 0, 60)[0]
assert abs(e * tau * v2_half / (kT * carriers) / mu - 1) < 1e-6

# Airy states of the same triangular well
length = (hbar**2 / (2 * m_z * e * field)) ** (1 / 3)
zeros = ai_zeros(10)[0]
xi = np.linspace(0, 20, 4001)
A1, A2 = airy(xi + zeros[0])[0], airy(xi + zeros[1])[0]
norm1, norm2 = trapezoid(A1**2, xi), trapezoid(A2**2, xi)
W_airy = length * norm1**2 / trapezoid(A1**4, xi)
W_12 = length * norm1 * norm2 / trapezoid(A1**2 * A2**2, xi)
E_airy = -zeros[0] * e * field * length
h = 0.01
grid = h * np.arange(1, 2001)
val, vec = eigh_tridiagonal(2/h**2 + grid, -np.ones(1999)/h**2,
                            select="i", select_range=(0, 1))
assert np.allclose(val, -zeros[:2], rtol=1e-4)
assert abs(length * h / np.sum(vec[:, 0]**4) / W_airy - 1) < 1e-3
assert abs(length*h/np.sum(vec[:, 0]**2*vec[:, 1]**2)/W_12 - 1) < 1e-3

# Population of all subbands in the same field
levels = []
for valleys, mass_z, mass_d in ((2, m_l, m_t), (4, m_t, np.sqrt(m_t*m_l))):
    scale = ((e * field * hbar)**2 / (2 * mass_z)) ** (1 / 3)
    levels += [(valleys * mass_d, -a * scale) for a in zeros]
weights, energies = np.array(levels).T


def populations(fermi_eV):
    filling = np.logaddexp(0, (fermi_eV * e - energies) / kT)
    return weights * kT / (np.pi * hbar**2) * filling


fermi = brentq(lambda f: np.sum(populations(f)) - n_s, -1, 1)
lowest_fraction = populations(fermi)[0] / n_s
gap2 = energies[1] - energies[0]
gap4 = energies[10] - energies[0]


def threshold_ratio(gap, r_below, r_above):
    """Mobility ratio for extra relative rates below and above a gap."""
    g = gap / kT
    above = (1 + g) * np.exp(-g)
    return (1 - above) / (1 + r_below) + above / (1 + r_above)


g_test = gap2 / kT
step = quad(lambda x: x*np.exp(-x)/1.2, 0, g_test)[0]
step += quad(lambda x: x*np.exp(-x)/1.7, g_test, 60)[0]
assert abs(step / threshold_ratio(gap2, 0.2, 0.7) - 1) < 1e-6
mu_intersubband = threshold_ratio(gap2, 0.0, W_airy / W_12)

# Electrons' own field; Coulomb form factor of the envelope
s = np.linspace(0, 30, 1501)
p = s**2 * np.exp(-s) / 2 * (s[1] - s[0])
assert abs(p @ np.minimum.outer(s, s) @ p / (33 / 16) - 1) < 1e-3


def direct_factor(x):
    return (8 + 9*x + 3*x**2) / (8 * (1 + x)**3)


kernel = np.exp(-0.4 * np.abs(np.subtract.outer(s, s)))
assert abs(p @ kernel @ p / direct_factor(0.4) - 1) < 1e-3
assert abs((p @ np.exp(-0.4 * s))**2 * 1.4**6 - 1) < 1e-3
n_dep = eps_s * eps0 * field / e - n_s / 2
n_star = n_dep + 11 / 32 * n_s
b_self = (12 * m_z * e**2 * n_star / (eps_s * eps0 * hbar**2)) ** (1/3)
W_self = 16 / (3 * b_self)

# Penetration through a 3 eV barrier (oxide mass 0.5 m0), on a grid
h = 0.005 * nm
zz = (np.arange(3000) + 0.5) * h - 1.0 * nm
edges = np.arange(3001) * h - 1.0 * nm
m_edge = np.where(edges < -h/2, 0.5*m0, m_z)
m_edge[np.abs(edges) < h / 2] = (0.5 * m0 + m_z) / 2
hop = hbar**2 / (2 * m_edge * h**2) / e
potential = np.where(zz < 0, 3.0, field * zz)
_, vec = eigh_tridiagonal(hop[:-1] + hop[1:] + potential, -hop[1:-1],
                          select="i", select_range=(0, 0))
leak = np.sum(vec[zz < 0, 0]**2)
W_leak = h / np.sum(vec[:, 0]**4)

# Nonparabolic band, E(1 + alpha E) = hbar^2 k^2 / 2m, alpha = 0.5 per eV
a = 0.5 * kT / e
kap = np.linspace(1e-4, 8, 40001)
en = (-1 + np.sqrt(1 + 4 * a * kap**2)) / (2 * a)
vel = np.gradient(en, kap)
mu_nonpar = trapezoid(vel**3 / 2 * np.exp(-en), kap)
mu_nonpar /= 4 * trapezoid(kap * np.exp(-en), kap)

# Anisotropic deformation potentials, valley axis along z
Xi_d, Xi_u = 1.0, 10.0              # eV
Qv = np.array([0.3, -0.5, 0.8])
c2v = Qv[2]**2 / (Qv @ Qv)
vector = Xi_d * Qv + Xi_u * np.array([0, 0, Qv[2]])
modes = (Xi_d + Xi_u * c2v)**2 + Xi_u**2 * c2v * (1 - c2v)
assert abs(vector @ vector / (Qv @ Qv) / modes - 1) < 1e-12


def effective_D(energy):
    q2 = 4 * m * energy / hbar**2 * (1 - cos_t)
    c2 = qz[:, None]**2 / (q2 + qz[:, None]**2)
    strength = (Xi_d + Xi_u * c2)**2
    strength = strength + Xi_u**2 * c2 * (1 - c2) * (u_l / u_t)**2
    average = np.sum(strength * overlap2[:, None] * (1 - cos_t))
    return np.sqrt(average / (64 * np.sum(overlap2)))


# Static screening by the subband, long-wave polarization
polarization = dos / (1 + np.exp(-eta))


def screened_ratio(eps_i):
    x = (np.arange(1500) + 0.5) * 0.02
    k = np.sqrt(2 * m * x * kT)[:, None] / hbar
    q = k * np.sqrt(2 * (1 - cos_t))
    image = (eps_s - eps_i) / (eps_s + eps_i) / (1 + q / b)**6
    factor = direct_factor(q / b) + image
    eps_q = 1 + e**2*polarization*factor / (2*eps0*eps_s*q)
    relative = np.mean((1 - cos_t) / eps_q**2, axis=1)
    return np.sum(x * minus_df(x) / relative) * 0.02 / carriers


# One intervalley phonon between the two equivalent valleys
hw_iv, D_iv = 60 * meV, 1e11 * e    # 1e9 eV/cm
n_iv = 1 / np.expm1(hw_iv / kT)
iv_unit = m*D_iv**2 / (2*hbar*rho*hw_iv*W) / rate
mu_iv = threshold_ratio(hw_iv, iv_unit*n_iv, iv_unit*(2*n_iv + 1))

# Remote phonon of a high-k layer behind a thin interlayer
eps_low, eps_high, hw_to, gap_layer = 20.0, 5.0, 12 * meV, 0.7 * nm
hw_so = hw_to * np.sqrt((eps_low + eps_s) / (eps_high + eps_s))
contrast = 1 / (eps_s + eps_high) - 1 / (eps_s + eps_low)
so_strength = hw_so * e**2 * contrast / (2 * eps0)   # times 1/(q area)
w = 0.3 * hw_so
eps_w = eps_high + (eps_low - eps_high) * hw_to**2 / (hw_to**2 - w**2)
response = e**2 / eps0 * (1/(eps_s + eps_w) - 1/(eps_s + eps_high))
pole = so_strength * 2 * hw_so / (w**2 - hw_so**2)
assert abs(response / pole - 1) < 1e-9
n_so = 1 / np.expm1(hw_so / kT)
rate_so = 0.0
for sign, number in ((1, n_so), (-1, n_so + 1)):
    kf = np.sqrt(2 * m * (E_ref + sign * hw_so)) / hbar
    q = np.sqrt(k_ref**2 + kf**2 - 2 * k_ref * kf * cos_t)
    square = so_strength/q * np.exp(-2*q*gap_layer) / (1 + q/b)**6
    rate_so += m/hbar**3 * number * np.mean(square*(1 - kf*cos_t/k_ref))

# Output
show("Temperature", T, "K")
show("Field", field / 1e8, "MV/cm")
show("In-plane mass", m / m0, "m0")
show("Confinement mass", m_z / m0, "m0")
show("Deformation potential", D / e, "eV")
show("Density", rho, "kg/m^3")
show("Longitudinal, transverse speed", u_l, f"and {u_t:.4g} m/s")
show("Electron density", n_s / 1e16, "1e12 cm^-2")
show("Thermal energy", kT / meV, "meV")
show("Variational b", b * nm, "nm^-1")
show("Mean distance from interface 3/b", 3 / b / nm, "nm")
show("Effective width W", W / nm, "nm")
show("Relaxation time", tau * 1e12, "ps")
show("ACOUSTIC MOBILITY", mu * 1e4, "cm2/Vs")
show("Same mobility in SI", mu, "m2/Vs")
show("Variational level", E_trial / meV, "meV")
show("Airy level", E_airy / meV, "meV")
show("Airy width", W_airy / nm, "nm")
show("Mobility with Airy width", mu * W_airy / W * 1e4, "cm2/Vs")
print("Effects left out (ratios are to the simple model)")
show("Mean phonon energy at E=2kT", phonon_mean / meV, "meV")
show("Total rate ratio, real phonon energy", total_real / rate)
show("Momentum rate ratio, same", momentum_real / rate)
show("Collision broadening hbar/tau", hbar / tau / meV, "meV")
show("Reduced Fermi level, one subband", eta)
show("Share of electrons in lowest subband", lowest_fraction)
show("Gap to second subband", gap2 / meV, "meV")
show("Gap to fourfold valleys", gap4 / meV, "meV")
show("Intersubband width W12", W_12 / nm, "nm")
show("Mobility ratio, second subband open", mu_intersubband)
show("Implied depletion density", n_dep / 1e16, "1e12 cm^-2")
show("Width with electrons' own field", W_self / nm, "nm")
show("Probability inside 3 eV barrier", leak)
show("Width with that barrier", W_leak / nm, "nm")
show("Mobility ratio, nonparabolic 0.5/eV", mu_nonpar)
show("Anisotropic Xi_d, Xi_u", Xi_d, f"and {Xi_u:.4g} eV")
for x in (0.5, 2.0, 4.0):
    show(f"Equivalent D at E={x:g}kT", effective_D(x * kT), "eV")
for eps_i in (3.9, 20.0):
    show(f"Screened mobility ratio, oxide eps {eps_i:g}",
         screened_ratio(eps_i))
show("Intervalley phonon energy", hw_iv / meV, "meV")
show("Intervalley coupling", D_iv / e / 1e11, "1e9 eV/cm")
show("Mobility ratio with intervalley phonon", mu_iv)
show("High-k eps static, fast", eps_low, f"and {eps_high:.4g}")
show("High-k transverse phonon", hw_to / meV, "meV")
show("Interlayer thickness", gap_layer / nm, "nm")
show("Remote phonon energy", hw_so / meV, "meV")
show("Remote/acoustic rate at E=2kT", rate_so / rate)
show("Acoustic mobility at 358 K", mu * T / 358 * 1e4, "cm2/Vs")
print("no test failed")
```

It prints:

```
Temperature: 300 K
Field: 0.5 MV/cm
In-plane mass: 0.19 m0
Confinement mass: 0.92 m0
Deformation potential: 12 eV
Density: 2330 kg/m^3
Longitudinal, transverse speed: 9000 and 5300 m/s
Electron density: 4 1e12 cm^-2
Thermal energy: 25.85 meV
Variational b: 1.935 nm^-1
Mean distance from interface 3/b: 1.55 nm
Effective width W: 2.756 nm
Relaxation time: 0.2302 ps
ACOUSTIC MOBILITY: 2131 cm2/Vs
Same mobility in SI: 0.2131 m2/Vs
Variational level: 116.3 meV
Airy level: 109.8 meV
Airy width: 2.25 nm
Mobility with Airy width: 1740 cm2/Vs
Effects left out (ratios are to the simple model)
Mean phonon energy at E=2kT: 6.788 meV
Total rate ratio, real phonon energy: 1.004
Momentum rate ratio, same: 1.002
Collision broadening hbar/tau: 2.859 meV
Reduced Fermi level, one subband: 0.5011
Share of electrons in lowest subband: 0.7172
Gap to second subband: 82.17 meV
Gap to fourfold valleys: 75.95 meV
Intersubband width W12: 5.953 nm
Mobility ratio, second subband open: 0.9523
Implied depletion density: 1.233 1e12 cm^-2
Width with electrons' own field: 2.961 nm
Probability inside 3 eV barrier: 0.0007461
Width with that barrier: 2.252 nm
Mobility ratio, nonparabolic 0.5/eV: 0.9061
Anisotropic Xi_d, Xi_u: 1 and 10 eV
Equivalent D at E=0.5kT: 9.897 eV
Equivalent D at E=2kT: 8.693 eV
Equivalent D at E=4kT: 7.831 eV
Screened mobility ratio, oxide eps 3.9: 2.683
Screened mobility ratio, oxide eps 20: 2.264
Intervalley phonon energy: 60 meV
Intervalley coupling: 1 1e9 eV/cm
Mobility ratio with intervalley phonon: 0.7875
High-k eps static, fast: 20 and 5
High-k transverse phonon: 12 meV
Interlayer thickness: 0.7 nm
Remote phonon energy: 16.53 meV
Remote/acoustic rate at E=2kT: 1.614
Acoustic mobility at 358 K: 1786 cm2/Vs
no test failed
```
